\section*{Distributed Multipole Settings: Sites, Rank and Diffuse Functions}

\section{What goes wrong}

A restricted Hartree--Fock (RHF) calculation on CO gives carbon a distributed-multipole charge of $0.25\,e$ in the cc-pVDZ basis. Adding two layers of diffuse functions raises it to $0.41\,e$, while the molecular dipole changes by less than $0.01\,ea_0$. Read as chemistry, the new charge reports a transfer of electrons that the density does not show. Used alone in a force field, it gives a poor dipole in either basis.

A different failure occurs if all multipoles are placed at one centre. At a point $4\,a_0$ from the axis of HCCCN, raising the rank from 10 to 60 increases the error of the potential from $0.12$ to about $1000\,E_h/e$.

Both failures involve one setting: where the multipoles of each product of basis functions are put. The setting treated here is the nearest-site allocation of Stone's distributed multipole analysis (DMA). Hartree atomic units are used, electrons are negative, and nuclei are included in the charge density.

\section{What is being allocated}

Write every contracted orbital in real primitive Gaussians $g_i$, and let $D_{ij}$ be the symmetric density matrix in these primitives. Then
\begin{equation}
\rho(\mathbf r)=\sum_A Z_A\delta(\mathbf r-\mathbf A)-\sum_{ij}D_{ij}\,g_i(\mathbf r)g_j(\mathbf r).
\end{equation}
Let $g_i$ and $g_j$ have exponents $a,b$, centres $\mathbf A,\mathbf B$ and angular momenta $l_a,l_b$. Set $p=a+b$ and $\mathbf P=(a\mathbf A+b\mathbf B)/p$. Completing the square gives
\begin{align}
a|\mathbf r-\mathbf A|^2+b|\mathbf r-\mathbf B|^2
&=p|\mathbf r-\mathbf P|^2+aA^2+bB^2-pP^2\nonumber\\
&=p|\mathbf r-\mathbf P|^2+\frac{ab}{p}|\mathbf A-\mathbf B|^2 ,
\end{align}
because $p(aA^2+bB^2)-|a\mathbf A+b\mathbf B|^2=ab(A^2+B^2-2\mathbf A\cdot\mathbf B)$. The product is therefore a polynomial of degree at most $l_a+l_b$ in $\mathbf u=\mathbf r-\mathbf P$, times $e^{-pu^2}$ and a constant $e^{-ab|\mathbf A-\mathbf B|^2/p}$.

Define multipoles with Racah-normalized solid harmonics,
\begin{equation}
R_{lm}(\mathbf r)=\sqrt{\frac{4\pi}{2l+1}}\,r^lY_{lm},\qquad
Q_{lm}(\mathbf P)=\int\rho(\mathbf r)R_{lm}(\mathbf r-\mathbf P)\,d^3r ,
\end{equation}
with the Condon--Shortley phase. A polynomial of degree $n$ contains no angular momentum above $n$, so orthogonality removes every rank $k>l_a+l_b$ about $\mathbf P$. Two $d$ functions give at most rank 4. With $\mathbf u=\mathbf t/\sqrt p$, the remaining integrals are polynomials of degree at most 8 times $e^{-t^2}$. Five Gauss--Hermite points per axis integrate these without quadrature error.

\section{Moving a multipole}

The transfer rule follows from a generating function. For a parameter $t$ let
\begin{equation}
h_t(\mathbf r)=z-\tfrac12(x+iy)t+\tfrac12(x-iy)t^{-1}=\mathbf n\cdot\mathbf r .
\end{equation}
Here $\mathbf n\cdot\mathbf n=(\tfrac1{2t}-\tfrac t2)^2-(\tfrac1{2t}+\tfrac t2)^2+1=0$, so $\nabla^2h_t^l=l(l-1)(\mathbf n\cdot\mathbf n)h_t^{l-2}=0$. In $h_t^l$, each power $t^m$ comes with the azimuthal factor $e^{im\phi}$. Its coefficient is thus harmonic, of degree $l$, and proportional to $R_{lm}$:
\begin{equation}
\frac{h_t(\mathbf r)^l}{l!}=\sum_{m=-l}^{l}\frac{R_{lm}(\mathbf r)}{\sqrt{(l+m)!(l-m)!}}\,t^m .
\label{gen}
\end{equation}
The constant is fixed near the $z$ axis. For $m\ge0$ the lowest-order coefficient on the left is $z^{l-m}[-(x+iy)/2]^m/[m!(l-m)!]$. There $R_{lm}\simeq z^{l-m}[-(x+iy)/2]^m\sqrt{(l+m)!/(l-m)!}/m!$, which gives the same result on the right. Negative $m$ follows from $h_t^*=h_{-1/t}$ for real $t$ and $R_{l,-m}=(-1)^mR_{lm}^*$.

Since $h_t$ is linear, $e^{\lambda h_t(\mathbf u+\mathbf d)}=e^{\lambda h_t(\mathbf u)}e^{\lambda h_t(\mathbf d)}$. Equating coefficients of $\lambda^lt^m$ and collecting factorials into binomials yields
\begin{equation}
R_{lm}(\mathbf u+\mathbf d)=\sum_{k=0}^{l}\sum_q
\left[\binom{l+m}{k+q}\binom{l-m}{k-q}\right]^{1/2}
R_{kq}(\mathbf u)R_{l-k,m-q}(\mathbf d),
\end{equation}
where $|q|\le k$ and $|m-q|\le l-k$. Put $\mathbf d=\mathbf P-\mathbf S$, so that $\mathbf r-\mathbf S=\mathbf u+\mathbf d$, and integrate over the charge of the product:
\begin{equation}
Q_{lm}(\mathbf S)=\sum_{kq}\left[\binom{l+m}{k+q}\binom{l-m}{k-q}\right]^{1/2}
Q_{kq}(\mathbf P)\,R_{l-k,m-q}(\mathbf P-\mathbf S).
\label{shift}
\end{equation}

The algorithm is then:
\begin{enumerate}
\item For each pair of primitives, compute $\mathbf P$ and $Q_{kq}(\mathbf P)$ for $k\le l_a+l_b$. Count pairs with $i\ne j$ twice.
\item Add each nucleus as a charge $Z_A$ at its own position.
\item Find the site nearest to $\mathbf P$. If several are equally near, divide the multipoles equally among them.
\item Apply Eq.~(\ref{shift}) up to the chosen rank $L$ and add the result to the site.
\end{enumerate}

Rank $l$ at the new site needs only ranks $k\le l$ at the old one. Moving all site multipoles on to a common origin therefore recovers the molecular moments through rank $L$, whatever the allocation. For water in a general orientation (RHF, cc-pVDZ), the site multipoles and the analytic integrals both give a dipole of $0.804320\,ea_0$. The charges are $-0.2982\,e$ on O and $0.1491\,e$ on each H. With O--H length $1.8\,a_0$ and angle $105^\circ$, they supply
\begin{equation}
2(0.1491)(1.8)\cos52.5^\circ=0.327\,ea_0 ,
\end{equation}
or 41\% of the total. The site dipoles supply the rest, so charges must not be taken from such an analysis without them. These numbers belong to this basis: in cc-pVTZ and aug-cc-pVTZ the dipole is $0.792$ and $0.775\,ea_0$, the H charge $0.215$ and $0.253\,e$, and the share of the charges 60\% and 71\%.

\section{Choosing sites: the convergence radius}

The expansion of $1/|\mathbf r-\mathbf r'|$ in Legendre polynomials, with $\sum_mR_{lm}(\mathbf s)R_{lm}^*(\mathbf r)=s^lr^lP_l(\cos\gamma)$ and $\gamma$ the angle between $\mathbf s$ and $\mathbf r$, gives the potential
\begin{equation}
V(\mathbf r)=\sum_{\mathbf S}\sum_{lm}Q_{lm}(\mathbf S)\frac{R_{lm}^*(\mathbf r-\mathbf S)}{|\mathbf r-\mathbf S|^{2l+1}} .
\end{equation}
To see when it converges, take one product and put the $z$ axis along $\mathbf d$. Then $R_{l-k,m-q}(\mathbf d)=d^{\,l-k}\delta_{mq}$, and Eq.~(\ref{shift}) becomes
\begin{equation}
Q_{lm}(\mathbf S)=\sum_k\left[\binom{l+m}{k+m}\binom{l-m}{k-m}\right]^{1/2}d^{\,l-k}Q_{km}(\mathbf P).
\end{equation}
For fixed $k$ the root grows as $l^k$, since the two binomials have degrees $k+m$ and $k-m$ in $l$. With $s=|\mathbf r-\mathbf S|$ and $|R_{lm}(\mathbf r)|\le r^l$, the terms of rank $l$ are bounded by a polynomial in $l$ times $(d/s)^l$. The number of products is finite, so the series of site $\mathbf S$ converges if
\begin{equation}
|\mathbf r-\mathbf S|>d_S=\max|\mathbf P-\mathbf S| ,
\label{radius}
\end{equation}
the maximum being over products allocated to $\mathbf S$.

Inside this sphere the series generally fails. If it converged uniformly in all directions down to some $s_0<d_S$, its sum would be harmonic and finite there. It would also continue the potential of the point multipoles, which is singular at the outermost $\mathbf P$. The exception is a cancellation of all multipoles at that point.

In a linear molecule with a site on every nucleus, each $\mathbf P$ lies between two neighbouring nuclei. It is then at most half their separation from the nearer one. Equal exponents on the neighbours reach this bound. For HCCCN with bond lengths $2.0,2.3,2.6,2.2\,a_0$ the largest radius is $2.6/2=1.30\,a_0$ ($0.69$~\AA). A single site at the middle has radius $9.1/2=4.55\,a_0$ ($2.41$~\AA), the distance to the end nuclei.

Now take the point $4.0\,a_0$ from the axis beside the middle. It lies inside the one-centre sphere but outside all atomic spheres. Errors relative to the potential of the unmoved point multipoles are, in $E_h/e$:
\begin{center}
\begin{tabular}{rll}
rank & atomic sites & one centre\\
0 & $3.0\times10^{-2}$ & $2.6\times10^{-3}$\\
4 & $2.9\times10^{-4}$ & $1.3\times10^{-2}$\\
10 & $8.4\times10^{-7}$ & $1.2\times10^{-1}$\\
20 & $4.9\times10^{-11}$ & $1.4$
\end{tabular}
\end{center}
The atom closest to the point is at $z=4.3\,a_0$, at distance $\sqrt{4.0^2+0.25^2}=4.01\,a_0$. The ratio $1.30/4.01=0.324$ predicts a factor $0.324^{10}=1.3\times10^{-5}$ between ranks 10 and 20. The observed factor is $5.9\times10^{-5}$. The remainder comes mainly from the $k=2$ terms on this atom, for which $l^2$ supplies a factor 4. The factor over ten ranks also oscillates with the starting rank, between $1.0\times10^{-5}$ and $5.9\times10^{-5}$ for starting ranks 9 to 14.

At rank 0 the atomic sites do worse. The molecule is neutral, so the one-centre result is zero and its error is the whole potential of the point multipoles. The atomic charges alone miss that potential by about twelve times its value. Distribution improves the convergence of the series, not necessarily its first term.

\section{Choosing the rank: penetration}

Convergence is towards point multipoles at the product centres, not towards the true potential. The difference is penetration. For a spherical Gaussian of charge $q$ and exponent $p$,
\begin{equation}
V(r)=\frac{q\,\mathrm{erf}(\sqrt p\,r)}{r}=\frac qr-\frac{q\,\mathrm{erfc}(\sqrt p\,r)}{r}.
\end{equation}
This satisfies Poisson's equation, since
\begin{equation}
\frac1r\frac{d^2(rV)}{dr^2}=-\frac{4p^{3/2}}{\sqrt\pi}\,q\,e^{-pr^2}
=-4\pi q\left(\frac p\pi\right)^{3/2}e^{-pr^2}.
\end{equation}
The first part, $q/r$, is the multipole potential. The second falls off like a Gaussian and is absent from the multipole series at every rank.

At the side point of HCCCN, in cc-pVDZ, the analytic integrals give $V=0.00412\,E_h/e$, of which $0.00149$, or 36\%, is penetration. The rank-4 truncation error is about a fifth of that. Higher rank would refine the wrong quantity at this distance. The values are not converged in the basis: $V$ and its penetration part are $0.0059$ and $0.0017$ in aug-cc-pVDZ and $0.0058$ and $0.0020\,E_h/e$ in cc-pVTZ, so only the fraction of about a third carries over. If penetration matters at the closest distance of use, little is gained by raising the rank once the truncation error is well below the penetration error; better accuracy then needs a separate penetration or damping model. If penetration is negligible there, the required accuracy sets the rank. Farther out penetration vanishes rapidly: at $12\,a_0$ from the axis the two potentials were tested to agree within $10^{-7}\,E_h/e$.

\section{Diffuse functions: the discontinuity}

The position of a product centre relative to the midpoint is
\begin{equation}
\mathbf P-\frac{\mathbf A+\mathbf B}{2}=\frac{a-b}{2(a+b)}(\mathbf A-\mathbf B).
\end{equation}
The product goes to the atom with the larger exponent, provided no third site is nearer. At $a=b$ the allocation switches, although the density varies smoothly. Let $N_{AB}=2\sum_{\mu\in A,\nu\in B}P_{\mu\nu}S_{\mu\nu}$ be the overlap population of the functions whose exponents cross, with $P_{\mu\nu}$ the density matrix and $S_{\mu\nu}$ the overlaps. Their charge is $-N_{AB}$. As $a$ rises through $b$, this charge moves from $B$ to $A$, so
\begin{equation}
\Delta q_A=-N_{AB},\qquad \Delta q_B=+N_{AB}.
\end{equation}

The dipole does not jump. On an axis, let a charge $q$ sit at the midpoint of nuclei at $z_A<z_B$, a distance $R$ apart. Allocated to $A$, it gives a site charge $q$ and a site dipole $qR/2$; allocated to $B$, the site dipole is $-qR/2$. The total is the same:
\begin{equation}
qz_A+\tfrac12qR=qz_B-\tfrac12qR=\tfrac12q(z_A+z_B).
\end{equation}

For tight functions the jump is small because the overlap is small. Two normalized $s$ functions of equal exponent $a$ overlap by $e^{-aR^2/2}$. For $a=0.1\,a_0^{-2}$ and $R=2.1\,a_0$ this is $0.80$, so diffuse functions have no such protection.

The jump can be isolated in CO by adding an $s$ and a $p$ shell of exponent $0.1\,a_0^{-2}$ to each atom. The carbon exponents are then changed from just below to just above those of oxygen, by one part in $10^5$ either way. The product centres move only about $5\times10^{-6}\,a_0$ to each side of the midpoint. The carbon charge jumps by
\begin{equation}
0.32262-0.30879=0.01383\,e ,
\end{equation}
and the pair population is $-0.01383$ electrons. Its negative sign explains why carbon becomes more positive on receiving these products. The dipole changes by $2\times10^{-7}\,ea_0$. Size and sign of the jump depend strongly on the exponent: it is $+2.3\,e$ at $0.03\,a_0^{-2}$, $-0.21\,e$ at $0.2\,a_0^{-2}$, and below $0.001\,e$ in magnitude at $0.8$, $1.6$ and $3.2\,a_0^{-2}$.

Adding diffuse layers to cc-pVDZ also changes the charges, but not through such jumps: functions are added, and no exponents cross. The control in the second column cuts the same density at the midplane in real space and counts the charge on the carbon side. Charges are in $e$, dipoles in $ea_0$, with O at positive $z$:
\begin{center}
\begin{tabular}{lrrrr}
basis & $q_C$ & midplane & total $\mu$ & $q_OR$\\
cc-pVDZ & 0.253 & 0.251 & $-0.060$ & $-0.531$\\
aug-cc-pVDZ & 0.380 & 0.260 & $-0.070$ & $-0.798$\\
extra layer & 0.406 & 0.260 & $-0.066$ & $-0.852$
\end{tabular}
\end{center}
The product-centre charge varies by $0.153\,e$, the midplane charge by $0.009\,e$. The charge on each side of the midplane is nearly steady; what changes much more is the division of the density into products, and the allocation turns that into a change of charge. The close agreement of the two charges in cc-pVDZ is not required by the theory and does not validate either. The drift is not confined to diffuse functions: 6-31G* (spherical $d$) gives $q_C=0.330$ and cc-pVTZ $0.232$, with a midplane charge of $0.257$ in both.

The site dipoles compensate. They sum to $-0.060+0.531=0.471\,ea_0$ in the first basis and to $-0.066+0.852=0.786\,ea_0$ in the last. Taken together, the site multipoles still describe the distant potential: $8\,a_0$ beyond oxygen, the rank-4 potential differs from the analytic one by less than 0.2\% in all three bases. Closer in, penetration must be checked for each basis, because the factor $\mathrm{erfc}(\sqrt p\,r)$ decays slowly for diffuse products. What is unstable is the meaning of individual terms, and any model that keeps the charges and drops the rest. These RHF values omit electron correlation; the small dipole, a difference of large terms, is not a prediction for the real molecule.

\section{Two ways to change the allocation}

Extra sites at bond midpoints halve the gaps in a linear molecule, so the bound on the radius falls from half to a quarter of the longest bond. They do not remove the discontinuity. The switch now occurs where $\mathbf P$ is a quarter of the bond from a nucleus, that is, where $|a-b|/(a+b)=1/2$, or $a=3b$ or $b=3a$. Midpoint sites are useful for faster convergence, but they are no cure for diffuse functions.

The cure suggested by the midplane control is to divide diffuse products in real space. Choose smooth weights $w_S(\mathbf r)$ with $\sum_Sw_S=1$, and for products with small $a+b$ compute
\begin{equation}
Q_{lm}(\mathbf S)=\int w_S(\mathbf r)\,\rho_{\rm diffuse}(\mathbf r)\,R_{lm}(\mathbf r-\mathbf S)\,d^3r
\end{equation}
by quadrature. Total moments survive, apart from quadrature error, because the weights sum to one and the addition theorem still applies.

There are two costs. A weighted piece of density is no longer a polynomial times one Gaussian, so its multipoles need not end at finite rank and Eq.~(\ref{radius}) no longer applies. Integrals of $r^{l+2}e^{-pr^2}$ grow faster with $l$ than any power $s^l$. Depending on the weights, the series may therefore converge at no distance, and is then useful only if cut at low rank. The threshold in $a+b$ is also a switch: a product that crosses it changes its treatment abruptly. Keep the threshold fixed within a series of calculations, and place it in a gap between the exponent sums that occur. It must also be high enough: products above it keep the nearest-site allocation, and their contribution to the charges can still drift from basis to basis. Before relying on a threshold, check that the charges are steady over the bases to be compared. For the three CO bases of the table, with the sharp midplane cut in place of smooth weights, the spread of $q_C$ is $0.111\,e$ at a threshold of $0.3\,a_0^{-2}$, $0.004\,e$ at $1\,a_0^{-2}$ with $q_C\approx0.44$, and $0.009\,e$ at $4\,a_0^{-2}$ with $q_C\approx0.26$.

For a compact basis, product-centre allocation needs no molecular quadrature grid and has a known radius. If charges are to be compared between bases, with or without diffuse functions, use the real-space division, with fixed weights and a fixed, sufficiently high threshold. Their values still depend on both choices, so they should not be read as unique atomic charges. If only the potential is wanted, at points that lie outside the convergence spheres of all sites, Eq.~(\ref{radius}), and where penetration is negligible, the product-centre multipoles can be kept, provided all ranks up to a sufficient $L$ are used together. The numerical output below gives the values at more ranks and the errors on both sides of each convergence radius.

\section*{Table of computed values}
\begin{verbatim}
WATER, RHF/cc-pVDZ
O-H length 1.80 a0, angle 105.0 deg
DMA charge O -0.2982 e, H 0.1491 e
site dipole O 0.3207, H 0.1606 e a0
total dipole: DMA 0.804320 e a0
total dipole: integrals 0.804320 e a0
potential at 10 a0: integrals 0.00606343 Eh/e
potential at 10 a0: DMA rank 8 0.00606343 Eh/e
HCCCN, RHF/cc-pVDZ
bond lengths 2.0 2.3 2.6 2.2 a0
DMA charges H C C C N: 0.097 -0.078 0.133 0.501 -0.653 e
DMA radius 1.300 a0 = 0.688 angstrom
one-centre radius 4.550 a0 = 2.408 angstrom
side point: 4.0 a0 from axis, z = 4.55 a0
potential there, integrals 0.004119 Eh/e
penetration part there 1.49e-03 Eh/e
rank, DMA error, one-centre error at side point (Eh/e)
  0  3.04e-02  2.63e-03
  2  4.10e-03  4.74e-03
  4  2.91e-04  1.29e-02
  6  2.45e-06  2.99e-02
 10  8.39e-07  1.22e-01
 20  4.92e-11  1.36e+00
 40  7.91e-16  4.65e+01
 60  7.91e-16  1.04e+03
errors at ranks 10 and 60 (Eh/e), distance in radii
DMA at 0.8 (above third atom): 8.78e+00 9.14e+06
DMA at 1.5 (above third atom): 4.81e-03 1.08e-10
one-centre at 1.5: 2.04e-04 4.01e-12
CO, RHF, bond length 2.10 a0, C at z = 0, O at z > 0
per basis: C charge by DMA, by midplane (e);
  total dipole, its part from DMA charges (e a0);
  potential 8 a0 beyond O: integrals, DMA rank 4 (Eh/e)
cc-pVDZ: 0.2527, 0.2514;
  -0.0595, -0.5306; -0.002505, -0.002501
aug-cc-pVDZ: 0.3799, 0.2597;
  -0.0695, -0.7978; -0.002619, -0.002616
aug + extra layer: 0.4057, 0.2603;
  -0.0659, -0.8520; -0.002523, -0.002526
charge spread: DMA 0.1530 e, midplane 0.0089 e
added s and p exponent 0.10 a0^-2, C changed by -/+ 1e-05 (relative)
C charge below 0.30879 e, above 0.32262 e
jump 0.01383 e, pair population -0.01383 electrons
dipole change 2.0e-07 e a0
energy change 1.2e-08 Eh
\end{verbatim}
